# Two-group deviation from Matthiessen's rule and its saturation

## Question

I have a metal with two groups of carriers that conduct in parallel. In each group the impurity and phonon resistivities add, so Matthiessen's rule holds there. I am asked to derive the Kohler–Sondheimer–Wilson formula for the deviation of the total resistivity from Matthiessen's rule, and to find its saturation value when the phonon resistivity dominates.

Two things stop me. When I put the difference over a common denominator I get a long numerator that I cannot reduce. I also don't see why there should be a saturation value. If phonons do nearly all the scattering, shouldn't the impurities, and the deviation with them, cease to matter?

## Answer

The impurities do become a small part of the total resistivity, but the deviation is an absolute difference, and that need not vanish. It helps to see first where the additivity within a group comes from.

### From the Boltzmann equation to four resistivities

Take a field $E$ along $x$, no magnetic field, and carriers of charge $q$. Let $x$ be a direction along which symmetry keeps the total current parallel to the field (any direction in a cubic metal), so that $\rho=1/\sigma_{xx}$. Write the change of the distribution as $\delta f=(-\partial f_0/\partial\varepsilon)\,\phi$. The stationary linearized Boltzmann equation is then

$$(L_{\rm imp}+L_{\rm ph})\,\phi=qE\,v_x ,$$

where $L_{\rm imp}$ and $L_{\rm ph}$ are the relaxation operators of the two mechanisms. Let $u_i$ equal $v_x$ on group $i$ and zero on the other group. The premise that each group obeys Matthiessen's rule is met if

$$L_{\rm imp}u_i=\frac{u_i}{\tau_{i,\rm imp}},\qquad L_{\rm ph}u_i=\frac{u_i}{\tau_{i,\rm ph}} .$$

Since $v_x=u_1+u_2$, the solution is $\phi=qE(\tau_1u_1+\tau_2u_2)$ with $1/\tau_i=1/\tau_{i,\rm imp}+1/\tau_{i,\rm ph}$. The current of group $i$ is

$$j_i=2q\int_i\frac{d^3k}{(2\pi)^3}\,v_x\,\delta f=D_i\tau_iE,\qquad D_i=2q^2\int_i\frac{d^3k}{(2\pi)^3}\,v_x^2\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

The resistivity of group $i$ is therefore

$$r_i=\frac{1}{D_i\tau_i}=a_i+p_i,\qquad a_i=\frac{1}{D_i\tau_{i,\rm imp}},\quad p_i=\frac{1}{D_i\tau_{i,\rm ph}} .$$

I take $D_i$ and $a_i$ to be independent of temperature, so that the residual resistivity found at low temperature can be used at higher temperature.

The currents add, so $1/\rho=1/r_1+1/r_2$. With $A=a_1+a_2$ and $P=p_1+p_2$,

$$\rho=\frac{(a_1+p_1)(a_2+p_2)}{A+P},\qquad \rho_0=\frac{a_1a_2}{A},\qquad \rho_{\rm ph}=\frac{p_1p_2}{P}.$$

Here $\rho_0$ is the total resistivity with impurities alone, and $\rho_{\rm ph}$ that with phonons alone. The deviation is $\Delta=\rho-\rho_0-\rho_{\rm ph}$.

### Reducing the numerator

Over the common denominator, $\Delta=N/[AP(A+P)]$ with

$$N=AP(a_1+p_1)(a_2+p_2)-P(A+P)a_1a_2-A(A+P)p_1p_2 .$$

Multiply out the brackets, but keep $A$ and $P$ as they are. The terms $APa_1a_2$ and $APp_1p_2$ cancel, leaving

$$N=AP(a_1p_2+a_2p_1)-P^2a_1a_2-A^2p_1p_2 .$$

Now write $AP=(a_1p_2+a_2p_1)+(a_1p_1+a_2p_2)$. The first term of $N$ becomes

$$(a_1p_2+a_2p_1)^2+p_1p_2(a_1^2+a_2^2)+a_1a_2(p_1^2+p_2^2).$$

The two subtracted terms are

$$P^2a_1a_2=a_1a_2(p_1^2+p_2^2)+2a_1a_2p_1p_2,$$
$$A^2p_1p_2=p_1p_2(a_1^2+a_2^2)+2a_1a_2p_1p_2 .$$

The sums of squares cancel, and

$$N=(a_1p_2+a_2p_1)^2-4a_1a_2p_1p_2=(a_1p_2-a_2p_1)^2 .$$

Hence

$$\Delta=\frac{(a_1p_2-a_2p_1)^2}{AP(A+P)}\ge 0 .$$

It vanishes when $a_1/a_2=p_1/p_2$, that is, when both mechanisms favour the same group to the same degree.

### Expressing it through total resistivities

Let $x$ be the fraction of the current carried by group 1 when impurities act alone, and $y$ the same fraction when phonons act alone. Parallel currents are inversely proportional to the resistivities, so

$$x=\frac{a_2}{A},\qquad y=\frac{p_2}{P}.$$

Both lie strictly between 0 and 1. Then $a_1=A(1-x)$, $a_2=Ax$, and likewise for the phonons, which gives

$$\rho_0=A\,x(1-x),\qquad \rho_{\rm ph}=P\,y(1-y),$$
$$a_1p_2-a_2p_1=AP[(1-x)y-x(1-y)]=AP(y-x).$$

The deviation becomes $\Delta=(x-y)^2AP/(A+P)$. Insert $A=\rho_0/[x(1-x)]$ and $P=\rho_{\rm ph}/[y(1-y)]$, and multiply numerator and denominator by $x(1-x)\,y(1-y)$:

$$\boxed{\Delta=\frac{(x-y)^2\rho_0\,\rho_{\rm ph}}{y(1-y)\,\rho_0+x(1-x)\,\rho_{\rm ph}}}$$

For $x\ne y$ this is the form $\Delta=\rho_0\rho_{\rm ph}/(\beta\rho_0+\gamma\rho_{\rm ph})$, with $\beta=y(1-y)/(x-y)^2$ and $\gamma=x(1-x)/(x-y)^2$.

### The two limits

For $x(1-x)\rho_{\rm ph}\ll y(1-y)\rho_0$ the first term of the denominator dominates, and $\Delta\approx\rho_{\rm ph}(x-y)^2/[y(1-y)]$. At fixed $y$ the deviation starts out linear in the phonon resistivity. If $y$ drifts it need not: for $p_1\propto T^5$ and $p_2\propto T^3$, $1-y\propto T^2$ at low $T$, so $\Delta\propto T^3\propto\rho_{\rm ph}^{3/5}$.

For $x(1-x)\rho_{\rm ph}\gg y(1-y)\rho_0$ at fixed $y$, the second term dominates and $\rho_{\rm ph}$ cancels:

$$\boxed{\Delta_\infty=\rho_0\,\frac{(x-y)^2}{x(1-x)}}$$

Dividing the full formula through by $x(1-x)\rho_{\rm ph}$ shows the approach to this value:

$$\Delta=\frac{\Delta_\infty}{1+\rho_*/\rho_{\rm ph}},\qquad \rho_*=\rho_0\,\frac{y(1-y)}{x(1-x)} .$$

Half of the saturation value is reached at $\rho_{\rm ph}=\rho_*$.

### Why the deviation survives

Suppose group 1 carries a fraction $s$ of a unit current density. The dissipated power is $s^2r_1+(1-s)^2r_2$. Its derivative, $2sr_1-2(1-s)r_2$, vanishes at $s=r_2/(r_1+r_2)$, which is the actual share in parallel conduction. The minimum value is $r_1r_2/(r_1+r_2)=\rho$.

The impurity part of this power is a quadratic in $s$ with leading coefficient $A$ and minimum $\rho_0$ at $s=x$. The phonon part has leading coefficient $P$ and minimum $\rho_{\rm ph}$ at $s=y$. At the actual share, therefore,

$$\rho=\rho_0+A(s-x)^2+\rho_{\rm ph}+P(s-y)^2,\qquad s=\frac{a_2+p_2}{A+P}=\frac{Ax+Py}{A+P}.$$

The two squares together are $\Delta$. One current distribution cannot suit both mechanisms unless $x=y$.

When phonons dominate, $s\to y$. The phonon penalty is $P(s-y)^2=PA^2(x-y)^2/(A+P)^2$, which tends to zero. The impurity penalty tends to $A(y-x)^2=\Delta_\infty$. The phonons dictate how the current is divided, and the impurities then add $y^2a_1+(1-y)^2a_2=\rho_0+\Delta_\infty$ instead of $\rho_0$. This answers your second difficulty: $\Delta/\rho$ does tend to zero, while $\Delta$ itself does not if $x\ne y$.

### A worked example

Choose round model values $a_1=2$ and $a_2=6$ µΩ cm, with $p_1=3t$ and $p_2=2t$ µΩ cm, where $t$ sets the phonon strength. Then

$$\rho_0=\frac{2\cdot6}{8}=1.5\ \text{µΩ cm},\quad \rho_{\rm ph}=\frac{6t^2}{5t}=1.2\,t\ \text{µΩ cm},\quad x=\frac68=0.75,\quad y=\frac25=0.40 .$$

With $(x-y)^2=0.1225$, $x(1-x)=0.1875$ and $y(1-y)=0.24$,

$$\Delta_\infty=1.5\times\frac{0.1225}{0.1875}=0.98\ \text{µΩ cm}=9.8\ \text{nΩ m},\qquad \rho_*=1.5\times\frac{0.24}{0.1875}=1.92\ \text{µΩ cm}.$$

At $t=1$ the group resistivities are 5 and 8 µΩ cm, so $\rho=40/13=3.077$ and $\Delta=3.077-1.5-1.2=0.377$ µΩ cm. The formula gives the same value, $0.2205/0.585=0.377$. Repeating the parallel sum for other $t$ gives, with resistivities in µΩ cm:

| $\rho_{\rm ph}$ | $\rho$ | $\Delta$ | $s$ |
|---:|---:|---:|---:|
| 0.12 | 1.678 | 0.058 | 0.729 |
| 1.2 | 3.077 | 0.377 | 0.615 |
| 12 | 14.345 | 0.845 | 0.448 |
| 120 | 122.465 | 0.965 | 0.406 |
| 1200 | 1202.478 | 0.978 | 0.401 |

The share $s$ moves from near $x$ to near $y$ as $\Delta$ levels off. In the last row, an error of 0.1% in $\rho_{\rm ph}$ would be 1.2 µΩ cm, more than the deviation itself. The last two rows only illustrate the algebraic limit. At typical metallic carrier densities, a free-electron estimate gives a mean free path of roughly one to five atomic spacings at 120 µΩ cm and less than one spacing at 1200 µΩ cm, so the Boltzmann equation cannot be trusted there.

The saturation value can exceed $\rho_0$; this happens when $(x-y)^2>x(1-x)$. Take $a_1=9$ and $a_2=1$ µΩ cm with $p_1:p_2=1:9$. Then $x=0.1$, $y=0.9$, $\rho_0=0.9$ µΩ cm and $\Delta_\infty=0.9\times0.64/0.09=6.4$ µΩ cm, about seven times $\rho_0$. The phonons push most of the current into the group with the larger impurity resistivity.

### Limits of the result

**One rate per group.** The condition $Lu_i=u_i/\tau_i$ needs a single relaxation rate over the whole group. It fails if the rate of scattering out of a state varies with direction over the group. It also fails, strictly, for phonons below the Debye temperature $\Theta$, because their scattering is inelastic and the rate depends on energy. Matthiessen's rule within a group is then only approximate; in the Bloch model of a single free-electron band the deviation is of order 1% of $\rho_{\rm ph}$ near $T\approx0.2\,\Theta$ when $\rho_0=\rho_{\rm ph}$.

**A drifting phonon ratio.** If $p_1/p_2$ changes with temperature, so does $y$. For $\rho_{\rm ph}\gg\rho_*$ the deviation then follows $\rho_0(x-y)^2/[x(1-x)]$ at the current $y$, and it levels off if $y$ tends to a limit.

**Current passed between the groups.** Scattering from one group to the other is harmless if its rate does not depend on the directions of motion. The arriving carriers then bring no net current, because $v_x$ averages to zero over their original group, and the process merely adds to $1/\tau_i$. If the rate depends on direction in such a way that the rate-weighted average of $v_x$ over the original group is not zero, $L u_1$ acquires a part on group 2. For spherical groups this happens when the rate, as a function of the angle $\theta$ between the velocities, has a nonzero $\cos\theta$-weighted average. The condition $Lu_i=u_i/\tau_i$ then fails, the group resistivities of the two mechanisms need no longer add, and the derivation loses its starting point. The boxed formula, with $x$ and $y$ still taken as the actual current shares under each mechanism alone, then need not hold. For spherical groups with elastic rates that depend only on $\theta$, the dissipation argument survives. Each mechanism's power is still a quadratic in $s$, now with a cross term, with leading coefficients $A'$ and $P'$, and $\Delta=(x-y)^2A'P'/(A'+P')$. The form $\rho_0\rho_{\rm ph}/(\beta\rho_0+\gamma\rho_{\rm ph})$ and the saturation remain, but $\beta$ and $\gamma$ are no longer fixed by $x$ and $y$ alone.

Numbers in the example were calculated in double precision.
